# Two derivations of the generalised Mulliken–Hush coupling, tested on a zinc dimer cation

## One hole, two atoms

Take two zinc atoms several ångström apart and remove one electron. The singly charged dimer $(\mathrm{Zn_2})^+$ has one hole, which may sit on the left atom or on the right. Marcus theory describes its transfer with two such charge-localised states, called diabatic, and a coupling $H_{ab}$ between them. In the weak-coupling regime the golden rule makes the transfer rate proportional to $|H_{ab}|^2$, so the coupling is needed as a number.

A calculation that diagonalises the electronic Hamiltonian, such as the configuration interaction used below, does not deliver these localised states directly. It delivers adiabatic states, the eigenstates of that Hamiltonian, which have no coupling between them. If the two localised states can be brought to equal energy, the adiabatic levels are then split by $2|H_{ab}|$, and half the minimum splitting gives the coupling. Away from that point half the splitting is too large. The generalised Mulliken–Hush (GMH) formula obtains the coupling there from energies and dipole matrix elements at a single point:

$$
|H_{ab}|=\frac{|\mu_{12}|\,\Delta E}{\sqrt{(\mu_{11}-\mu_{22})^2+4\mu_{12}^2}},\qquad \Delta E=E_2-E_1 .
$$

Here $\psi_1,\psi_2$ are two orthonormal adiabatic states with energies $E_1<E_2$, and $\mu_{ij}=\langle\psi_i|\hat\mu|\psi_j\rangle$, where $\hat\mu$ is the dipole component along the transfer axis. The states are taken real, which is possible without magnetic fields and spin–orbit coupling, so $\mu_{12}=\mu_{21}$. Two abbreviations are used throughout:

$$
D=\mu_{11}-\mu_{22},\qquad M=\sqrt{D^2+4\mu_{12}^2}.
$$

The dimer is charged, so its dipole depends on the origin. Moving the origin adds a constant $c$ to the operator $\hat\mu$. Since $\langle\psi_i|c|\psi_j\rangle=c\,\delta_{ij}$, both diagonal elements change by $c$ and $\mu_{12}$ does not change. Hence $D$, $M$ and the coupling are independent of the origin.

## First derivation: rotate to localised states

The first route defines the diabatic states. A state with the hole on the left and one with the hole on the right differ strongly in dipole moment, and a transition dipole between them requires their charge clouds to overlap. This suggests a definition: the diabatic states are the two orthonormal combinations of $\psi_1$ and $\psi_2$ for which the transition dipole vanishes. They are the eigenvectors of the $2\times2$ dipole matrix. Write

$$
a=\cos\theta\,\psi_1+\sin\theta\,\psi_2,\qquad
b=-\sin\theta\,\psi_1+\cos\theta\,\psi_2 .
$$

Multiplying out the transition dipole gives four terms:

$$
\mu_{ab}=-\cos\theta\sin\theta\,\mu_{11}+\cos^2\theta\,\mu_{12}-\sin^2\theta\,\mu_{12}+\sin\theta\cos\theta\,\mu_{22}.
$$

With $\cos^2\theta-\sin^2\theta=\cos2\theta$ and $\sin\theta\cos\theta=\tfrac12\sin2\theta$ this becomes

$$
\mu_{ab}=\mu_{12}\cos2\theta-\tfrac12D\sin2\theta .
$$

The condition $\mu_{ab}=0$ therefore reads $2\mu_{12}\cos2\theta=D\sin2\theta$. It says that the vector $(\cos2\theta,\sin2\theta)$ is parallel or antiparallel to $(D,2\mu_{12})$. The first vector has length 1 and the second has length $M$, so

$$
\cos2\theta=\pm\frac{D}{M},\qquad \sin2\theta=\pm\frac{2\mu_{12}}{M},
$$

with the same sign in both. This form remains valid for $D=0$, where $\tan2\theta$ would diverge. It requires $M\neq0$. If $M=0$, the dipole matrix is a multiple of the unit matrix, every rotation leaves it diagonal, and the diabatic states are undefined.

The Hamiltonian is diagonal in $\psi_1,\psi_2$, so its matrix element between $a$ and $b$ has two terms:

$$
H_{ab}=-\cos\theta\sin\theta\,E_1+\sin\theta\cos\theta\,E_2
=\tfrac12\sin2\theta\,\Delta E=\pm\frac{\mu_{12}\,\Delta E}{M}.
$$

The absolute value is the GMH formula. The sign has no meaning by itself, because replacing $a$ by $-a$ reverses it.

The same rotation gives the dipole difference of the diabatic states. From

$$
\begin{aligned}
\mu_{aa}&=\cos^2\theta\,\mu_{11}+\sin^2\theta\,\mu_{22}+2\sin\theta\cos\theta\,\mu_{12},\\
\mu_{bb}&=\sin^2\theta\,\mu_{11}+\cos^2\theta\,\mu_{22}-2\sin\theta\cos\theta\,\mu_{12},
\end{aligned}
$$

subtraction gives

$$
\mu_{aa}-\mu_{bb}=D\cos2\theta+2\mu_{12}\sin2\theta=\pm\frac{D^2+4\mu_{12}^2}{M}=\pm M .
$$

Thus $M$ is the dipole change on moving the charge from one diabatic state to the other. For one elementary charge moved between sites a distance $R$ apart it should be near $eR$. A value of $M$ far below $eR$ warns that the two chosen adiabatic states do not describe this transfer. Both may, for instance, have the hole on the same atom and differ by a local excitation. The formula still returns a number then, but not the charge-transfer coupling.

Two limits show how the formula works. If $|\mu_{12}|\ll|D|$, the adiabatic states are nearly localised and $|H_{ab}|\approx|\mu_{12}|\Delta E/|D|$: the coupling is read from the small transition dipole that the remaining mixing produces. If $D=0$ and $\mu_{12}\neq0$, then $M=2|\mu_{12}|$ and $|H_{ab}|=\Delta E/2$: the states are equal mixtures, and the coupling is half the splitting.

## Second derivation: minimise the splitting in a field

The second route uses no diabatic states. It asks what the smallest splitting would be if a uniform field along the axis were used to tune the two levels. Starting from the situation in which $E_i$ and $\mu_{ij}$ are known, add a field $f$, with interaction energy $-f\hat\mu$. Assume that the field mixes $\psi_1$ and $\psi_2$ with each other and with no other state. The Hamiltonian is then the matrix

$$
\begin{pmatrix}E_1-f\mu_{11}&-f\mu_{12}\\-f\mu_{12}&E_2-f\mu_{22}\end{pmatrix}.
$$

A symmetric matrix with diagonal elements $p,q$ and off-diagonal element $r$ has eigenvalues with sum $p+q$ and product $pq-r^2$. The square of their difference is the squared sum minus four times the product:

$$
(p+q)^2-4(pq-r^2)=(q-p)^2+4r^2 .
$$

Here $q-p=E_2-E_1-f\mu_{22}+f\mu_{11}=\Delta E+fD$ and $r=-f\mu_{12}$. The splitting $S(f)$ therefore obeys

$$
S^2=(\Delta E+fD)^2+4f^2\mu_{12}^2=\Delta E^2+2fD\,\Delta E+f^2M^2 ,
$$

where the two terms in $f^2$ have been combined into $M^2$. Completing the square gives

$$
S^2=M^2\left(f+\frac{D\,\Delta E}{M^2}\right)^2+\Delta E^2\left(1-\frac{D^2}{M^2}\right).
$$

The first term is never negative and vanishes at

$$
f_*=-\frac{D\,\Delta E}{M^2}.
$$

In the second term $M^2-D^2=4\mu_{12}^2$. The minimum splitting and its half are

$$
S_{\min}=\frac{2|\mu_{12}|\,\Delta E}{M},\qquad \tfrac12S_{\min}=\frac{|\mu_{12}|\,\Delta E}{M}.
$$

This is again the GMH formula, now as a prediction about the levels at another field. The derivation also says where the minimum lies. The sign of $f_*$ is reasonable: if the lower state has the larger dipole, $D>0$, a negative field raises it relative to the upper one and brings the levels together.

## What each derivation assumes

The first derivation is an identity for two given states. It needs $M\neq0$ and a definition, the vanishing transition dipole. It supplies the diabatic states themselves, but it does not say that the coupling has the same value anywhere else.

The second derivation needs no definition of localised states and yields a splitting, which can be computed or measured. Its price is a physical assumption: the pair must be closed, meaning that the field brings in no third state.

Under closure the two results describe the same thing. The dipole matrix in the two-state space does not change with the field, so neither do its eigenvectors $a$ and $b$. In that basis the field term $-f\hat\mu$ is diagonal. It shifts $H_{aa}$ and $H_{bb}$ and leaves $H_{ab}$ alone. The splitting obeys

$$
S^2=(H_{aa}-H_{bb})^2+4H_{ab}^2,
$$

with its minimum $2|H_{ab}|$ where the diabatic energies are equal.

In a real molecule closure is an approximation. The field polarises the atoms, which means that higher states mix in, and the space spanned by the lowest two states turns slowly as the field changes. The GMH coupling then depends on where it is evaluated. The same concern applies to other coordinates, such as a nuclear displacement or the polarisation of a solvent. These may also change $H_{ab}$ directly, if they act on the electrons other than through a term diagonal in $a$ and $b$.

## The zinc dimer cation

The size of this effect can be computed for $(\mathrm{Zn_2})^+$ at fixed $R$, with a uniform axial field $F$ as the coordinate. The model uses the LANL2DZ basis and effective core potential, with orbitals from restricted Hartree–Fock on neutral $\mathrm{Zn_2}$. The 3d shells are frozen, and the remaining three electrons are treated by full configuration interaction in 14 orbitals. At $R=5$ Å and zero field the lowest two levels, both doublets, are 0.340 eV apart. The third level, 3.17 eV above the first, is a quartet, which a spin-independent field cannot mix with them. The nearest state the axial field does couple to the pair is a doublet 3.45 eV above the first.

At $F=0$ the two atoms are equivalent, so $\mu_{11}=\mu_{22}$ and the formula reduces to $\Delta E/2$. Agreement there is guaranteed and tests nothing. The test is to evaluate the formula in a field and compare it with half the splitting at $F=0$.

That the zero-field splitting is the minimum rests on two facts. Reflection exchanges the atoms and turns $F$ into $-F$, so the splitting is even in $F$ and stationary at $F=0$. It was also larger at every non-zero field computed.

The field is labelled by $x=eFR/\Delta E(0)$, the nominal energy offset between the sites in units of the zero-field splitting. At 5 Å and $x=1$ the field is 0.0679 V/Å, and the calculation gives $\Delta E=0.4524$ eV, $D=2.904\ e$Å and $|\mu_{12}|=1.6585\ e$Å. Then

$$
M=\sqrt{2.904^2+4\times1.6585^2}\ e\text{Å}=4.409\ e\text{Å},
$$

$$
|H_{ab}|=\frac{1.6585\times0.4524}{4.409}\ \text{eV}=0.1702\ \text{eV}.
$$

Half the minimum splitting is 0.1698 eV, so the GMH value is 0.2 % above it. Half the local splitting, 0.226 eV, would be 33 % above it.

The predicted position of the minimum can be checked with the same data:

$$
f_*=-\frac{2.904\times0.4524}{4.409^2}\ \text{V/Å}=-0.0676\ \text{V/Å}.
$$

The added field that really restores $F=0$ is $-0.0679$ V/Å, so the prediction is 0.5 % too small in magnitude.

The results at 5 Å are as follows; the deviation is relative to half the minimum splitting.

| $x$ | $\Delta E$ (eV) | GMH (eV) | deviation |
|---|---|---|---|
| 0 | 0.3396 | 0.1698 | 0 by symmetry |
| 0.5 | 0.3711 | 0.1699 | +0.05 % |
| 1 | 0.4524 | 0.1702 | +0.21 % |
| 2 | 0.6869 | 0.1713 | +0.86 % |

Doubling the field multiplies the deviation by about four. Symmetry explains this. Reflection turns $F$ into $-F$ and reverses the sign of $\hat\mu$, which leaves the GMH expression unchanged. The coupling is therefore even in $F$, and its leading change is proportional to $F^2$.

The cause of the deviation is also known. When the field Hamiltonian is restricted to the two zero-field states, closure holds by construction and the coupling must stay constant. The numerical check confirms that it does. The deviation therefore comes from states outside the pair.

At 6 and 7 Å half the minimum splitting is 0.0548 and 0.0163 eV. At $x=2$ the GMH values exceed these by 0.121 % and 0.014 %. The improvement reflects the weaker field needed to reach the same $x$: 0.0365 and 0.0093 V/Å, against 0.136 V/Å at 5 Å. The deviation divided by $F^2$ in fact grows with distance, from about 47 to 91 to 157 % per (V/Å)$^2$.

## The dipole difference and the distance

A cruder estimate replaces $M$ by $eR$, as if a point charge moved between the nuclei. At zero field the computed $M$ is 4.41, 5.63 and 6.74 $e$Å for $R=5$, 6 and 7 Å. The replacement therefore lowers the coupling by 12 %, 6 % and 4 % relative to half the splitting. At 5 Å a rate proportional to $|H_{ab}|^2$ would come out 22 % too low, since $(4.41/5)^2=0.78$. This figure shows only the sensitivity to $M$: a coupling of 0.17 eV is about seven times $k_BT$ at room temperature, so the weak-coupling rate cannot be assumed to apply at this distance.

A plausible reason for $M<eR$ is that the ion polarises the neutral atom. Its electrons shift towards the hole, and this induced dipole opposes that of the displaced charge. This explanation is a conjecture here, since the polarisation was not computed separately.

The coupling falls steeply with distance. Between 5 and 6 Å the decay rate is

$$
\frac{\ln(0.1698/0.0548)}{1\ \text{Å}}=1.13\ \text{Å}^{-1},
$$

and between 6 and 7 Å it is 1.21 Å$^{-1}$, so a single exponential describes this range only roughly. These rates, like the couplings, belong to the model. They are not converged to the digits shown. One extra diffuse s and p shell per atom changes the couplings by less than 1 % (0.0551 eV at 6 Å), the decay rates by about 0.01 Å$^{-1}$, $M$ at 5 Å to 4.39 $e$Å and the deviation at 5 Å and $x=2$ to 0.89 %. An all-electron def2-SVP model with ten active orbitals gives at 5 Å a coupling of 0.156 eV, 8 % lower, with $M=4.69\ e$Å and a deviation of 0.27 %. The comparison between the GMH formula and the minimum splitting is internally consistent, because both sides come from the same Hamiltonian. The size of the deviation also belongs to the model, since it comes from states outside the pair, which the basis, the frozen shells and the orbital space limit.

## Computed results

```
System: (Zn2)+, LANL2DZ, frozen 3d, full CI of 3 electrons
Frozen orbitals: 10; active orbitals: 14
Orbital-energy gap at the cut: 39.217 eV
R = 5.0 A: splitting at F=0 0.33964 eV, half 0.16982 eV
  |mu12| at F=0: 2.2061 e A; dmu_ab = 4.4122 e A
  coupling at F=0 with dmu_ab set to eR: 0.14985 eV (-11.76 %)
  determinants: 1274; third level above first: 3.168 eV
  x = 0.5: F = 0.03396 V/A, splitting 0.37106 eV
    mu11-mu22 = 1.7716, |mu12| = 2.0200, dmu_ab = 4.4113 e A
    dmu_ab from splittings alone: 4.3997 e A
    GMH coupling 0.16991 eV, deviation from half minimum splitting +0.053 %
  x = 1.0: F = 0.06793 V/A, splitting 0.45237 eV
    mu11-mu22 = 2.9039, |mu12| = 1.6585, dmu_ab = 4.4086 e A
    dmu_ab from splittings alone: 4.3988 e A
    GMH coupling 0.17018 eV, deviation from half minimum splitting +0.213 %
  x = 2.0: F = 0.13586 V/A, splitting 0.68693 eV
    mu11-mu22 = 3.8114, |mu12| = 1.0964, dmu_ab = 4.3972 e A
    dmu_ab from splittings alone: 4.3951 e A
    GMH coupling 0.17129 eV, deviation from half minimum splitting +0.864 %
R = 6.0 A: splitting at F=0 0.10951 eV, half 0.05476 eV
  |mu12| at F=0: 2.8131 e A; dmu_ab = 5.6262 e A
  coupling at F=0 with dmu_ab set to eR: 0.05135 eV (-6.23 %)
  x = 2.0: F = 0.03650 V/A, splitting 0.23269 eV
    mu11-mu22 = 4.9621, |mu12| = 1.3255, dmu_ab = 5.6259 e A
    dmu_ab from splittings alone: 5.6242 e A
    GMH coupling 0.05482 eV, deviation from half minimum splitting +0.121 %
R = 7.0 A: splitting at F=0 0.03269 eV, half 0.01634 eV
  |mu12| at F=0: 3.3682 e A; dmu_ab = 6.7364 e A
  coupling at F=0 with dmu_ab set to eR: 0.01573 eV (-3.77 %)
  x = 2.0: F = 0.00934 V/A, splitting 0.07089 eV
    mu11-mu22 = 5.9775, |mu12| = 1.5532, dmu_ab = 6.7364 e A
    dmu_ab from splittings alone: 6.7362 e A
    GMH coupling 0.01635 eV, deviation from half minimum splitting +0.014 %
Decay rate of |H_ab| from 5 to 6 A: 1.132 per A
Decay rate of |H_ab| from 6 to 7 A: 1.209 per A
```
